# Why a Large Core for Gold or Mercury Is Not Automatically Safe: test program

```python
"""Do large-core pseudo-orbitals preserve 5d-6s interaction integrals?

Result under test: a nodeless norm-conserving 6s orbital changes the exchange
integral G2(5d,6s) and 5d-6s pair correlation much more than a small-core 6s
orbital with one node. Freezing 5s5p is a separate approximation.
Atoms: scalar-ZORA, spin-unpolarized LDA, in hartree atomic units.
u(r) = r R(r) is a radial orbital; F0 and G2 are Slater integrals;
K = 1/(1 - V/(2 c^2)) is the ZORA kinetic factor; rc is a pseudo cutoff.
Large core: 68 electrons. Small core: 60 electrons, 5s5p kept as valence.
"""
import numpy as np
from numpy.polynomial.legendre import leggauss
from scipy.constants import fine_structure, physical_constants
from scipy.integrate import cumulative_trapezoid
from scipy.interpolate import BSpline
from scipy.linalg import eigh, null_space, solve
from scipy.optimize import brentq
from sympy.physics.wigner import gaunt
from pyscf.dft import libxc

C = 1 / fine_structure
EV = physical_constants["Hartree energy in eV"][0]
BOX, INTERVALS, DEGREE, STRETCH = 30.0, 100, 7, 9.7

# B-spline basis vanishing at both ends, with Gauss quadrature in each interval
breaks = BOX * np.expm1(STRETCH * np.arange(INTERVALS + 1) / INTERVALS)
breaks /= np.expm1(STRETCH)
knots = np.r_[[0.0] * DEGREE, breaks, [breaks[-1]] * DEGREE]
gx, gw = leggauss(10)
half = np.diff(breaks) / 2
r = ((breaks[:-1] + half)[:, None] + half[:, None] * gx).ravel()
w = (half[:, None] * gw).ravel()
n_spline = len(knots) - DEGREE - 1
splines = BSpline(knots, np.eye(n_spline)[:, 1:-1], DEGREE)
basis, slope = splines(r), splines.derivative()(r)
radial_slope = slope - basis / r[:, None]


def gram(functions, weight):
    return functions.T @ (weight[:, None] * functions)


S = gram(basis, w)
POISSON = {k: gram(slope, w) + k * (k + 1) * gram(basis, w / r**2)
           for k in (0, 1, 2)}


def hamiltonian(l, potential, kinetic_factor):
    kinetic = gram(radial_slope, w * kinetic_factor)
    kinetic += l * (l + 1) * gram(basis, w * kinetic_factor / r**2)
    return kinetic / 2 + gram(basis, w * potential)


def multipole_potential(q, k):
    """Integral of q(s) r_<^k / r_>^(k+1), from the radial Poisson equation."""
    source = (2 * k + 1) * basis.T @ (q.T * (w / r)).T
    inside = basis @ solve(POISSON[k], source, assume_a="pos")
    moment = (q.T * (w * r**k)).sum(axis=-1)
    return (inside.T / r).T + np.multiply.outer(r**k / BOX**(2*k + 1), moment)


def slater(q1, q2, k):
    return (q2.T * w) @ multipole_potential(q1, k)


def shells(n5d, n6s):
    return {0: [2]*5 + [n6s], 1: [6]*4, 2: [10, 10, n5d], 3: [14]}


def atom_scf(Z, occupations, fixed_K=None, frozen=None):
    nuclear = -Z / r
    tf = 1 / (1 + 0.5363 * r * Z**(1/3) / 0.8853)**2
    screening = -(1 + (Z - 1) * tf) / r - nuclear
    complements = {}
    if frozen is not None:
        complements = {l: null_space((S @ c).T) for l, c in frozen.items()}
    inputs, residuals = [], []
    metric = np.sqrt(w) * r
    for iteration in range(90):
        V = nuclear + screening
        K = fixed_K if fixed_K is not None else 1 / (1 - V / (2*C*C))
        radial = gram(radial_slope, w * K)
        centrifugal = gram(basis, w * K / r**2)
        potential = gram(basis, w * V)
        density, kinetic = np.zeros_like(r), 0.0
        energies, orbitals = {}, {}
        for l, numbers in occupations.items():
            T = (radial + l * (l + 1) * centrifugal) / 2
            H = T + potential
            if frozen is None:
                energies[l], c = eigh(H, S)
            else:
                c = frozen[l]
                if len(numbers) > c.shape[1]:
                    N = complements[l]
                    energies[l], y = eigh(N.T @ H @ N, N.T @ S @ N)
                    c = np.hstack([c, N @ y])
            orbitals[l] = c
            occupied, f = c[:, :len(numbers)], np.array(numbers, float)
            density += (basis @ occupied)**2 @ f
            kinetic += ((T @ occupied) * occupied).sum(axis=0) @ f
        exc, vxc = libxc.eval_xc("lda,vwn", density / (4*np.pi*r*r),
                                 spin=0, deriv=1)[:2]
        hartree = multipole_potential(density, 0)
        total = kinetic + np.sum(w * density * (nuclear + hartree/2 + exc))
        residual = hartree + np.asarray(vxc[0]).ravel() - screening
        error = np.max(np.abs(r * residual))
        if error < 2e-6:
            break
        inputs.append(screening.copy())
        residuals.append(residual.copy())
        inputs, residuals = inputs[-6:], residuals[-6:]
        update = screening + 0.35 * residual
        if iteration > 4:
            dx = np.array([screening - x for x in inputs[:-1]]).T
            df = np.array([residual - x for x in residuals[:-1]]).T
            theta = np.linalg.lstsq(df * metric[:, None],
                                    residual * metric, rcond=1e-10)[0]
            update -= (dx + 0.35 * df) @ theta
        screening = update
    assert error < 1e-5, ("SCF not converged", Z, error)
    return dict(E=total, V=V, K=K, e=energies, c=orbitals)


def curve(coefficients):
    return BSpline(knots, np.r_[0, coefficients, 0], DEGREE)


def outer_features(function):
    x = np.linspace(0.2, 15, 8000)
    y = function(x)
    a = np.abs(y)
    peaks = np.where((a[1:-1] > a[:-2]) & (a[1:-1] > a[2:])
                     & (a[1:-1] > 0.1 * a.max()))[0] + 1
    top = peaks[-1]
    changes = np.where(y[:top] * y[1:top + 1] < 0)[0]
    node = x[changes[-1]] if len(changes) else 0.0
    return x[top], node


def pseudo_channel(atom, l, index, factor=0.9):
    """Invert a nodeless Kerker orbital, then diagonalize its potential."""
    eps, function = atom["e"][l][index], curve(atom["c"][l][:, index])
    rmax, node = outer_features(function)
    rc = factor * rmax
    assert rc > node
    value, d1, d2 = [float(function(rc, nu)) for nu in (0, 1, 2)]
    sign = np.sign(value)
    match = np.array([np.log(abs(value) / rc**(l + 1)),
                      rc * d1 / value - (l + 1),
                      rc**2 * (d2/value - (d1/value)**2) + l + 1])
    nodes, weights = leggauss(240)
    tail_r = rc + (BOX - rc) * (nodes + 1) / 2
    inner_norm = 1 - (BOX - rc)/2 * np.sum(weights * function(tail_r)**2)
    unit = (nodes + 1) / 2

    def coefficients(delta):
        rhs = match - np.array([delta, 0, 0])
        return np.linalg.solve([[1, 1, 1], [2, 3, 4], [2, 6, 12]], rhs)

    def exponent(x, delta, a):
        return delta + a[0]*x**2 + a[1]*x**3 + a[2]*x**4

    def norm_error(delta):
        p = exponent(unit, delta, coefficients(delta))
        u = (rc * unit)**(l + 1) * np.exp(p)
        return rc/2 * np.sum(weights * u*u) - inner_norm

    delta = brentq(norm_error, -300, 40)
    a = coefficients(delta)
    x = np.minimum(r / rc, 1)
    built = (x*rc)**(l + 1) * np.exp(exponent(x, delta, a))
    built = np.where(r < rc, built, sign * function(r))
    p1_over_r = (2*a[0] + 3*a[1]*x + 4*a[2]*x*x) / rc**2
    p1 = p1_over_r * x * rc
    p2 = (2*a[0] + 6*a[1]*x + 12*a[2]*x*x) / rc**2
    Vps = eps + (l + 1)*p1_over_r + (p2 + p1*p1)/2
    Vps = np.where(r < rc, Vps, atom["V"])
    e, c = eigh(hamiltonian(l, Vps, np.ones_like(r)), S)
    U = basis @ c
    # small allowance: the pseudo problem is nonrelativistic outside rc too
    assert abs(e[0] - eps) < 5e-3, ("pseudo eigenvalue", l, index, e[0], eps)
    assert abs(np.sum(w * U[:, 0] * built)) > 0.999
    return dict(e=e, u=U, rc=rc, node=node)


def exchange(d, s):
    return slater(d*s, d*s, 2)


# Solver check: exact scaling between Dirac and ZORA hydrogenic s energies
coulomb = -80 / r
hydrogenic = eigh(hamiltonian(0, coulomb, 1/(1-coulomb/(2*C*C))), S,
                  eigvals_only=True)
gamma = np.sqrt(1 - (80/C)**2)
for n in (1, 6):
    dirac = C*C * (1/np.sqrt(1 + (80/C/(n-1+gamma))**2) - 1)
    exact = dirac / (1 + dirac/(2*C*C))
    assert abs(hydrogenic[n-1]/exact - 1) < 1e-4

# Angular factors from explicit integrals over spherical harmonics
for m in range(-2, 3):
    factor = 4*np.pi/5 * float(gaunt(2, 2, 0, m, -m, 0))**2
    assert abs(factor - 1/5) < 1e-12


def angular_sum(li, la):
    total = 0.0
    for mi in range(-li, li + 1):
        for ma in range(-la, la + 1):
            for q in (-1, 0, 1):
                total += (4*np.pi/3 * float(gaunt(li, 1, la, -mi, q, ma))
                          * float(gaunt(0, 1, 1, 0, q, -q)))**2
    return total


ANGULAR = angular_sum(2, 1)
assert abs(ANGULAR - 2/3) < 1e-12
assert abs(angular_sum(1, 2) - 2/3) < 1e-12

print("Scalar-ZORA LDA; energies in Ha unless marked; radii in bohr")
results = {}
for name, Z, n6s in (("Au", 79, 1), ("Hg", 80, 2)):
    atom = atom_scf(Z, shells(10, n6s))
    s = basis @ atom["c"][0][:, 5]
    d = basis @ atom["c"][2][:, 2]
    large_s = pseudo_channel(atom, 0, 5)
    small_s = pseudo_channel(atom, 0, 4)
    pseudo_d = pseudo_channel(atom, 2, 2)
    sl, ss, dp = large_s["u"][:, 0], small_s["u"][:, 1], pseudo_d["u"][:, 0]
    assert abs(small_s["e"][1] - atom["e"][0][5]) < 0.03
    F = [slater(a*a, b*b, 0) for a, b in ((d, s), (dp, sl), (dp, ss))]
    G = [exchange(a, b) for a, b in ((d, s), (dp, sl), (dp, ss))]
    large_error, small_error = G[1]/G[0] - 1, G[2]/G[0] - 1
    assert large_error > 0 and large_error > 2*abs(small_error)
    assert abs(F[1]/F[0] - 1) < large_error/3
    # Restore core orthogonality to test the cause of the exchange error
    core = basis @ atom["c"][0][:, :5]
    overlaps = core.T @ (w * sl)
    restored = sl - core @ overlaps
    restored /= np.sqrt(np.sum(w * restored**2))
    G_nodeless, G_restored = exchange(d, sl), exchange(d, restored)
    assert abs(G_restored/G[0] - 1) < abs(G_nodeless/G[0] - 1)/2
    results[name] = dict(atom=atom, s=s, d=d, ls=large_s, ss=small_s,
                         pd=pseudo_d, G=G, error=large_error)
    print(f"{name} all-electron eps 5s, 5d, 6s: {atom['e'][0][4]:.4f}, "
          f"{atom['e'][2][2]:.4f}, {atom['e'][0][5]:.4f}")
    print(f"{name} outer 6s node: {large_s['node']:.3f}")
    print(f"{name} rc for 6s, 5s, 5d: {large_s['rc']:.3f}, "
          f"{small_s['rc']:.3f}, {pseudo_d['rc']:.3f}")
    print(f"{name} pseudo eps 6s, large/small core: "
          f"{large_s['e'][0]:.4f}, {small_s['e'][1]:.4f}")
    for label, f0, g2 in zip(("all-electron", "large core", "small core"), F, G):
        print(f"{name} {label}: F0={f0:.5f}, G2={g2:.5f}, "
              f"2G2/5={2*g2/5*EV:.4f} eV")
    print(f"{name} F0 error, large/small: {100*(F[1]/F[0]-1):.2f}, "
          f"{100*(F[2]/F[0]-1):.2f} %")
    print(f"{name} G2 error, large/small: {100*large_error:.2f}, "
          f"{100*small_error:.2f} %")
    print(f"{name} |overlap| nodeless 6s with true 5s: {abs(overlaps[4]):.4f}")
    print(f"{name} G2, true 5d + nodeless 6s: {G_nodeless:.5f}")
    print(f"{name} G2, same 6s orthogonalized to core: {G_restored:.5f}")
    print(f"{name} G2, pseudo 5d + true 6s: {exchange(dp, s):.5f}")

# Nested quadrature of the definition of G2, independent of Poisson solves
au = results["Au"]
log_r = np.linspace(np.log(1e-5), np.log(BOX), 40001)
x = np.exp(log_r)
q = curve(au["atom"]["c"][2][:, 2])(x) * curve(au["atom"]["c"][0][:, 5])(x)
inner = cumulative_trapezoid(q*x**3, log_r, initial=0)
nested = 2*np.trapezoid(q*inner/x**2, log_r) if hasattr(np, "trapezoid") \
    else 2*np.trapz(q*inner/x**2, log_r)
assert abs(nested/au["G"][0] - 1) < 2e-5
print(f"Au all-electron G2 by nested quadrature: {nested:.5f}")
for factor in (0.8, 0.9, 1.0):
    test_s = pseudo_channel(au["atom"], 0, 5, factor)
    test_G = exchange(au["d"], test_s["u"][:, 0])
    assert test_G > au["G"][0]
    print(f"Au true 5d, nodeless 6s: rc={test_s['rc']:.3f}, G2={test_G:.5f}")

# Freeze true core orbitals, without pseudizing, and promote 5d to 6s
ref = au["atom"]
promoted = {}
for label, counts in (("relaxed", None), ("60 frozen", (4, 3, 2, 1)),
                      ("68 frozen", (5, 4, 2, 1))):
    frozen = None if counts is None else {
        l: ref["c"][l][:, :count] for l, count in enumerate(counts)}
    state = atom_scf(79, shells(9, 2), ref["K"], frozen)
    ds = basis @ state["c"][2][:, 2]
    s6 = basis @ state["c"][0][:, 5]
    promoted[label] = (state["E"], exchange(ds, s6))
    print(f"Au 5d9 6s2, {label}: promotion={(state['E']-ref['E'])*EV:.5f} eV, "
          f"G2={promoted[label][1]:.5f}")
E0, E60, E68 = [promoted[k][0] for k in ("relaxed", "60 frozen", "68 frozen")]
assert E0 <= E60 + 1e-6 and E60 <= E68 + 1e-6
freezing = promoted["68 frozen"][1] / promoted["relaxed"][1] - 1
assert abs(freezing) < 0.2 * au["error"]
print(f"Au freezing errors, 60/68 electrons: {(E60-E0)*EV:.6f}, "
      f"{(E68-E0)*EV:.6f} eV")
print(f"Au G2 change from freezing 68 electrons: {100*freezing:.3f} %")


def pair_energy(i, ei, a, ea, j, ej, b, eb):
    """Opposite-spin second-order energy, dipole channel, closed shells."""
    R = slater(a*i[:, None], b*j[:, None], 1)
    gaps = eb[:, None] + ea - ei - ej
    assert gaps.min() > 0
    return -2*ANGULAR*np.sum(R*R/gaps), R, gaps


hg = results["Hg"]
atom = hg["atom"]
p_all, d_all = basis @ atom["c"][1], basis @ atom["c"][2]
e0, e1, e2 = [atom["e"][l] for l in (0, 1, 2)]
large_p, small_p = pseudo_channel(atom, 1, 4), pseudo_channel(atom, 1, 3)
true_pair, R, gaps = pair_energy(hg["d"], e2[2], p_all[:, 4:], e1[4:],
                                 hg["s"], e0[5], p_all[:, 4:], e1[4:])
pd = hg["pd"]
large_pair = pair_energy(pd["u"][:, 0], pd["e"][0], large_p["u"], large_p["e"],
                         hg["ls"]["u"][:, 0], hg["ls"]["e"][0],
                         large_p["u"], large_p["e"])[0]
small_pair = pair_energy(pd["u"][:, 0], pd["e"][0],
                         small_p["u"][:, 1:], small_p["e"][1:],
                         hg["ss"]["u"][:, 1], hg["ss"]["e"][1],
                         small_p["u"][:, 1:], small_p["e"][1:])[0]
assert abs(large_pair - true_pair) > abs(small_pair - true_pair)

# Diagonalize a small CI matrix at weak coupling to check second order
coupling = np.sqrt(2*ANGULAR) * R[:12, :12].ravel()
small_gaps = gaps[:12, :12].ravel()
strength = 0.01
ci = np.diag(np.r_[0, small_gaps])
ci[0, 1:] = ci[1:, 0] = strength * coupling
second_order = -np.sum(coupling**2 / small_gaps)
assert abs(np.linalg.eigvalsh(ci)[0]/strength**2 / second_order - 1) < 1e-3

core_pair = pair_energy(p_all[:, 3], e1[3], d_all[:, 3:], e2[3:],
                        hg["s"], e0[5], p_all[:, 4:], e1[4:])[0]
print(f"Hg 6p eps, true/large/small: {e1[4]:.4f}, "
      f"{large_p['e'][0]:.4f}, {small_p['e'][1]:.4f}")
print(f"Hg 5d6s->pp E2, all-electron: {true_pair:.6f}")
print(f"Hg 5d6s->pp E2, large core: {large_pair:.6f}")
print(f"Hg 5d6s->pp E2, small core: {small_pair:.6f}")
print(f"Hg pair-energy error, large/small: {100*(large_pair/true_pair-1):.2f}, "
      f"{100*(small_pair/true_pair-1):.2f} %")
print(f"Hg 5p6s->dp E2, absent with frozen 5p: {core_pair:.6f}")
print("all good")
```

It prints:

```
Scalar-ZORA LDA; energies in Ha unless marked; radii in bohr
Au all-electron eps 5s, 5d, 6s: -3.9934, -0.2618, -0.2232
Au outer 6s node: 1.110
Au rc for 6s, 5s, 5d: 2.082, 0.763, 1.096
Au pseudo eps 6s, large/small core: -0.2232, -0.2302
Au all-electron: F0=0.38170, G2=0.09385, 2G2/5=1.0215 eV
Au large core: F0=0.37847, G2=0.12254, 2G2/5=1.3338 eV
Au small core: F0=0.38652, G2=0.09679, 2G2/5=1.0536 eV
Au F0 error, large/small: -0.85, 1.26 %
Au G2 error, large/small: 30.57, 3.14 %
Au |overlap| nodeless 6s with true 5s: 0.2712
Au G2, true 5d + nodeless 6s: 0.12168
Au G2, same 6s orthogonalized to core: 0.08483
Au G2, pseudo 5d + true 6s: 0.09378
Hg all-electron eps 5s, 5d, 6s: -4.3528, -0.3705, -0.2616
Hg outer 6s node: 1.077
Hg rc for 6s, 5s, 5d: 1.982, 0.745, 1.048
Hg pseudo eps 6s, large/small core: -0.2616, -0.2706
Hg all-electron: F0=0.40549, G2=0.09359, 2G2/5=1.0187 eV
Hg large core: F0=0.40163, G2=0.12622, 2G2/5=1.3738 eV
Hg small core: F0=0.41123, G2=0.09705, 2G2/5=1.0563 eV
Hg F0 error, large/small: -0.95, 1.42 %
Hg G2 error, large/small: 34.87, 3.70 %
Hg |overlap| nodeless 6s with true 5s: 0.2815
Hg G2, true 5d + nodeless 6s: 0.12519
Hg G2, same 6s orthogonalized to core: 0.08358
Hg G2, pseudo 5d + true 6s: 0.09351
Au all-electron G2 by nested quadrature: 0.09385
Au true 5d, nodeless 6s: rc=1.850, G2=0.12181
Au true 5d, nodeless 6s: rc=2.082, G2=0.12168
Au true 5d, nodeless 6s: rc=2.313, G2=0.12215
Au 5d9 6s2, relaxed: promotion=1.62449 eV, G2=0.09430
Au 5d9 6s2, 60 frozen: promotion=1.62522 eV, G2=0.09429
Au 5d9 6s2, 68 frozen: promotion=1.64469 eV, G2=0.09387
Au freezing errors, 60/68 electrons: 0.000723, 0.020202 eV
Au G2 change from freezing 68 electrons: -0.447 %
Hg 6p eps, true/large/small: -0.0434, -0.0434, -0.0445
Hg 5d6s->pp E2, all-electron: -0.028436
Hg 5d6s->pp E2, large core: -0.075304
Hg 5d6s->pp E2, small core: -0.027686
Hg pair-energy error, large/small: 164.81, -2.64 %
Hg 5p6s->dp E2, absent with frozen 5p: -0.002962
all good
```
